# Sublimation enthalpy and lattice energy of rigid nonlinear molecules, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting the energy of vapour and crystal

### The result and its terms

For a crystal of rigid nonlinear molecules in the classical limit, the molar sublimation enthalpy is

\[
\Delta H_{\rm sub}(T)=-E_{\rm latt}-2RT .
\]

Here \(E_{\rm latt}\) is the potential energy of the crystal with every molecule at rest in its equilibrium position and orientation, per mole of molecules. Its zero is the same molecules at rest and infinitely far apart. With this convention \(E_{\rm latt}<0\) for a bound crystal, and \(-E_{\rm latt}\) is the work needed to pull the motionless crystal apart.

The word "rigid" means that each molecule has one fixed internal geometry, the same in crystal and vapour. Internal vibrations are then absent from both phases. Real molecules have them, and they drop out of the difference if their energies are unchanged by sublimation. A molecule that changes shape on leaving the crystal brings an additional energy that the formula doesn't contain.

Four further conditions are used:

- the vapour is an ideal gas;
- the crystal is ordered, and its molecules make small oscillations about the static minimum;
- \(kT\) is large compared with the quanta of the lattice vibrations and with the rotational energy spacings of the free molecule;
- the product of pressure and crystal volume is negligible beside \(RT\).

The symbol \(k\) is Boltzmann's constant, \(N_A\) is Avogadro's constant, and \(R=N_Ak\).

Enthalpy is \(H=U+pV\), where \(U\) is the internal energy. The sublimation enthalpy is therefore

\[
\Delta H_{\rm sub}=U_{\rm gas}+pV_{\rm gas}-U_{\rm cr}-pV_{\rm cr}.
\]

For one mole of ideal gas \(pV_{\rm gas}=RT\). Dropping \(pV_{\rm cr}\) gives

\[
\Delta H_{\rm sub}=U_{\rm gas}+RT-U_{\rm cr}. \tag{1}
\]

What remains is to find the two internal energies.

### Entry 1: an atom on a spring

The simplest crystal consists of atoms, each held to its own site by an independent isotropic spring. The energy of one atom, measured from its static value, is

\[
\varepsilon=\sum_{i=1}^{3}\left(\frac{p_i^2}{2m}+\frac{1}{2}\kappa u_i^2\right),
\]

with momentum \(p_i\), displacement \(u_i\), mass \(m\) and spring constant \(\kappa\). Each term has the form \(\frac12 a y^2\) with \(a>0\). In classical statistics its weight is \(e^{-\beta a y^2/2}\), where \(\beta=1/kT\). The normalizing integral is

\[
z(\beta)=\int_{-\infty}^{\infty}e^{-\beta a y^2/2}\,dy
=\sqrt{\frac{2\pi}{\beta a}} .
\]

Differentiating the integrand with respect to \(\beta\) brings down a factor \(-\frac12ay^2\). The mean energy of the term is therefore

\[
\left\langle \tfrac12 a y^2\right\rangle=-\frac{d\ln z}{d\beta}
=\frac{d}{d\beta}\left(\tfrac12\ln\beta\right)=\frac{1}{2\beta}=\tfrac12 kT .
\]

The constant \(a\) has disappeared. A stiff spring permits small displacements and a soft one permits large displacements, but both store the same mean energy.

An atom in the crystal has six such terms, three kinetic and three potential. Per mole,

\[
U_{\rm cr}=E_{\rm latt}+6\cdot\tfrac12RT=E_{\rm latt}+3RT .
\]

A free atom has the three kinetic terms alone, so \(U_{\rm gas}=\frac32RT\). Equation (1) gives

\[
\Delta H_{\rm sub}=\tfrac32RT+RT-E_{\rm latt}-3RT=-E_{\rm latt}-\tfrac12RT .
\]

The three kinetic terms cancel between the phases. The remainder consists of \(+RT\), the work done by the vapour in making room for itself, and \(-\frac32RT\), the thermal potential energy that the crystal already held.

A limit tests this reading. If \(\kappa\) is made ever smaller, the atom seems to become free, yet its mean potential energy remains \(\frac32kT\). The explanation lies in the amplitude: \(\frac12\kappa\langle u^2\rangle=\frac32kT\) gives \(\langle u^2\rangle=3kT/\kappa\), which grows without bound. Once this distance reaches the size of the container, the integrals can no longer run to infinity and the Gaussian result fails. For a crystal the corresponding restriction is that the displacements must stay within the region where the potential is quadratic.

### Entry 2: atoms coupled to one another

In a real crystal the springs connect neighbours, so the potential energy doesn't split into independent terms for separate atoms. Let \(q\) be the column of all \(n\) displacements that cost energy, and let

\[
U_{\rm pot}=U_0+\tfrac12 q^{\mathsf T}\Phi q
\]

with a symmetric, positive definite matrix \(\Phi\). The normalizing integral is

\[
Z_q=\int e^{-q^{\mathsf T}\Phi q/2kT}\,d^nq .
\]

Substitute \(q=\sqrt{kT}\,y\). The exponent becomes \(-\frac12y^{\mathsf T}\Phi y\), which contains no temperature, and the volume element becomes \((kT)^{n/2}d^ny\). Hence

\[
Z_q=(kT)^{n/2}\int e^{-y^{\mathsf T}\Phi y/2}\,d^ny
= C\,(kT)^{n/2},
\]

where \(C\) is independent of temperature. Since \(\beta=1/kT\), we have \(-d/d\beta=kT^2\,d/dT\), and so

\[
\left\langle\tfrac12q^{\mathsf T}\Phi q\right\rangle
=kT^2\frac{d\ln Z_q}{dT}
=kT^2\cdot\frac{n}{2T}=\frac n2kT . \tag{2}
\]

The result depends on the number of coordinates and on nothing else in \(\Phi\). Coupling changes the vibration frequencies and leaves the classical energy unchanged.

For \(N\) atoms in a periodic crystal, \(n=3N-3\), because moving the whole crystal uniformly in any of three directions costs no potential energy. The missing energy is \(\frac32kT\) for the entire crystal, or \(\frac32kT/N\) per atom. It vanishes for a large crystal, and the result of Entry 1 is recovered.

### Entry 3: the kinetic energy of a rigid body

A rigid nonlinear molecule needs three coordinates for its centre of mass and three for its orientation. Two angles fix the direction of one body axis, and a third fixes the turn about that axis. A linear molecule has no third angle, because a turn about its own axis moves no atom. An atom has no orientation. The number \(f\) of coordinates is therefore

\[
f=6\ (\text{nonlinear}),\qquad f=5\ (\text{linear}),\qquad f=3\ (\text{atom}).
\]

The centre-of-mass motion has the same kinetic energy as an atom, with mean \(\frac32kT\). Rotation needs more care, because its kinetic energy depends on the angles as well as on the velocities.

Let the orientation be reached by a turn \(\psi\) about the \(z\) axis, then \(\theta\) about the \(x\) axis, then \(\phi\) about the \(z\) axis, all axes fixed in space. The angular velocity is the sum of three parts:

- \(\dot\phi\) about the space \(z\) axis, whose components along the body axes are \((\sin\theta\sin\psi,\ \sin\theta\cos\psi,\ \cos\theta)\);
- \(\dot\theta\) about the horizontal axis of the tilt, with body components \((\cos\psi,\ -\sin\psi,\ 0)\);
- \(\dot\psi\) about the third body axis, with body components \((0,0,1)\).

Adding them gives \(\omega=W\dot\alpha\), where \(\dot\alpha=(\dot\phi,\dot\theta,\dot\psi)^{\mathsf T}\) and

\[
W=\begin{pmatrix}
\sin\theta\sin\psi&\cos\psi&0\\
\sin\theta\cos\psi&-\sin\psi&0\\
\cos\theta&0&1
\end{pmatrix}.
\]

Choose the body axes along the principal axes of inertia, with moments \(I_1,I_2,I_3\). The rotational kinetic energy is

\[
K_{\rm rot}=\tfrac12\sum_iI_i\omega_i^2
=\tfrac12\dot\alpha^{\mathsf T}G\dot\alpha,\qquad
G=W^{\mathsf T}\,{\rm diag}(I_1,I_2,I_3)\,W .
\]

Classical statistics gives equal weight to equal volumes of coordinates and their conjugate momenta, so the velocities must be replaced by momenta. They are \(P=\partial K_{\rm rot}/\partial\dot\alpha=G\dot\alpha\). Inserting \(\dot\alpha=G^{-1}P\) gives

\[
K_{\rm rot}=\tfrac12P^{\mathsf T}G^{-1}P .
\]

At a fixed orientation this is a positive quadratic form in three variables. The scaling argument of Entry 2 applies with \(n=3\), and the mean is \(\frac32kT\). It is the same at every orientation, so averaging over orientations with any weight leaves it unchanged. The potential energy, which depends on position and orientation but not on momentum, can alter that weight and nothing more. The mean kinetic energy of a rigid nonlinear molecule is thus

\[
\langle K\rangle=\tfrac32kT+\tfrac32kT=3kT \tag{3}
\]

in the vapour and in the crystal alike, whatever the forces between the molecules.

The momentum integral does leave a trace in the distribution of orientations. A three-dimensional Gaussian integral gives

\[
\int e^{-P^{\mathsf T}G^{-1}P/2kT}\,d^3P=(2\pi kT)^{3/2}\sqrt{\det G}.
\]

Expanding the determinant of \(W\) along its last column,

\[
\det W=-\sin\theta\sin^2\psi-\sin\theta\cos^2\psi=-\sin\theta ,
\]

and therefore

\[
\det G=I_1I_2I_3(\det W)^2=I_1I_2I_3\sin^2\theta .
\]

The square root supplies the factor \(\sin\theta\). It is the usual weight of solid angle and makes a free molecule equally likely to point in every direction. A symbolic test, starting from the rotation matrix itself, confirms this determinant.

### Entry 4: the potential energy of a crystal of rigid bodies

Each molecule in the crystal can be shifted in three directions and turned about three axes. Near the static minimum the potential energy is a quadratic form in all these displacements. It generally couples shifts to turns and each molecule to its neighbours, but by equation (2) none of this coupling affects the mean energy.

The orientation weight \(\sin\theta\) doesn't spoil the argument. The space axes may be chosen so that the equilibrium value \(\theta_0\) isn't \(0\) or \(\pi\). For small oscillations \(\sin\theta\) then stays close to the nonzero constant \(\sin\theta_0\), which cancels from every average at leading order.

The number of potential-energy terms is \(6N-3\) for \(N\) molecules in a periodic crystal. Turning every molecule about its own centre, with the centres held in place, changes the distances between atoms of neighbouring molecules and so costs energy in an ordered crystal. The three uniform translations are the free motions left over. A test on a model crystal of eight bent molecules joined by springs finds 45 vibrations, which is \(6\times8-3\).

For a large crystal the potential energy per molecule is therefore \(6\times\frac12kT=3kT\) above the static value. With the kinetic energy from equation (3), the crystal has per mole

\[
U_{\rm cr}=E_{\rm latt}+3RT+3RT=E_{\rm latt}+6RT . \tag{4}
\]

### Entry 5: putting the phases together

A free molecule feels no potential, so its internal energy is purely kinetic and \(U_{\rm gas}=3RT\). Equation (1) becomes

\[
\Delta H_{\rm sub}=3RT+RT-(E_{\rm latt}+6RT)=-E_{\rm latt}-2RT .
\]

The vapour contributes \(4RT\) and the crystal \(6RT\).

For \(f\) coordinates per molecule the kinetic energy is \(\frac f2RT\) in each phase, and the potential energy of the crystal adds another \(\frac f2RT\). Hence

\[
\Delta H_{\rm sub}
=\frac f2RT+RT-E_{\rm latt}-fRT
=-E_{\rm latt}+\left(1-\frac f2\right)RT . \tag{5}
\]

The thermal term is \(-\frac12RT\) for atoms, in agreement with Entry 1, \(-\frac32RT\) for linear molecules and \(-2RT\) for nonlinear ones. Each coordinate along which the crystal confines the molecule lowers the sublimation enthalpy by \(\frac12RT\).

This reading can be tested on another limit. Suppose that the molecules of a crystal turned freely, with a potential energy independent of orientation. The three orientational terms would vanish from the potential energy, leaving \(3RT+\frac32RT=\frac92RT\) in the crystal. The thermal term would then be \(4RT-\frac92RT=-\frac12RT\), the value for atoms. A crystal whose molecules reorient over low barriers lies outside the small-oscillation regime, and the coefficient \(-2\) shouldn't be used for it.

## Second half: corrections, vapour pressure and a worked example

### Symbols and results carried over

The lattice energy \(E_{\rm latt}<0\) is the static energy of the crystal per mole of molecules, relative to separated molecules at rest. The number of rigid-body coordinates per molecule is \(f\), equal to 6 for a nonlinear molecule. The moments of inertia are \(I_1,I_2,I_3\), and the orientation weight is \(\sqrt{\det G}=\sqrt{I_1I_2I_3}\,\sin\theta\). In the classical, small-oscillation limit the vapour has enthalpy \(4RT\), the crystal has energy \(E_{\rm latt}+6RT\), and

\[
\Delta H_{\rm sub}=-E_{\rm latt}-2RT .
\]

The mean classical kinetic energy is the same in both phases for any potential. The potential energy \(3RT\) of the crystal relies on small oscillations, and that is the first assumption to examine.

Counting the classical energies of vapour and crystal has given \(\Delta H_{\rm sub}=-E_{\rm latt}-2RT\) for rigid nonlinear molecules making small oscillations. It remains to find the corrections for larger oscillations, thermal expansion and quantum vibrations, to recover the rule from the vapour pressure, and to test it on a model substance.
